# Image energy of an electron midway between two grounded plates, part 1

(Sections cited here and not found follow in the second part.)

## First half: the charge on the midplane

An electron that enters a thin insulator between two metal electrodes polarizes both of them. The charge it draws to their surfaces attracts it, and this lowers its energy. The problem is to find that lowering when the electron is midway between the electrodes, and then to see what the answer means for a narrow gap between two interconnect lines.

The model has two flat, parallel, perfectly conducting plates at $x=0$ and $x=d$. They are infinite in the lateral directions and grounded, so the potential on each is zero. The gap is filled with a uniform, linear, isotropic dielectric of absolute permittivity $\epsilon=\kappa\epsilon_0$. The electron is a fixed point charge $q=-e$, with $e>0$, at $x=x_0$ on the axis $\rho=0$, where $\rho$ is the lateral distance. SI formulas are used throughout.

A point charge has an infinite energy in its own field. That energy is the same in an unbounded dielectric of the same permittivity, and it is left out: the zero of energy is the same charge at rest in the unbounded dielectric. What remains is the image energy $U$, which is due to the plates.

### (a) Find a set of image charges that grounds both plates, and show that the potential it gives is the right one.

**Solution.** Reflection in the plate $x=0$ takes a charge at $x$ to $-x$ and reverses its sign. Reflection in the plate $x=d$ takes it to $2d-x$ and again reverses its sign. An image that grounds one plate spoils the other, so the reflections must be repeated. Two successive reflections, first in $x=0$ and then in $x=d$, take $x$ to $2d+x$ and restore the sign. The complete set is therefore

$$
+q\ \text{at}\ x_0+2nd,\qquad -q\ \text{at}\ -x_0+2nd,\qquad n=0,\pm1,\pm2,\dots
$$

The positive member with $n=0$ is the real charge. Every other member lies outside the gap, so the images add no charge density inside it. Here "positive" means "of the same sign as $q$".

Keep the members with $-N\le n\le N$. Their potential is

$$
\Phi_N=\frac{q}{4\pi\epsilon}\sum_{n=-N}^{N}\left(\frac1{R_n^+}-\frac1{R_n^-}\right),\qquad
R_n^{\pm}=\sqrt{\rho^2+(x\mp x_0-2nd)^2}.
$$

On the plate $x=0$, the positive charge with index $n$ and the negative charge with index $-n$ are equally far away. They cancel, and $\Phi_N=0$ there for every $N$.

On the plate $x=d$, the positive charge $n$ is cancelled by the negative charge $1-n$, because these two are mirror images in that plate. Two charges are left without a partner: the positive and the negative one with index $-N$. They are $2x_0$ apart, so by the triangle inequality their distances from any point differ by at most $2x_0$, and

$$
\left|\frac1{R^+}-\frac1{R^-}\right|=\frac{|R^--R^+|}{R^+R^-}\le\frac{2x_0}{R^+R^-}\le\frac{2x_0}{(2Nd)^2}.
$$

This tends to zero as $N$ grows, so the second plate is grounded in the limit.

The same inequality shows that the limit exists. Inside the gap, both distances in the pair $n$ are at least $(2|n|-2)d$. For $|n|\ge2$ the pair therefore contributes at most a constant times $1/(2|n|-2)^2$, whatever the position. The sum converges uniformly, its limit obeys Laplace's equation away from the real charge, and the part due to the images is bounded.

It remains to show that no other bounded induced potential meets the same conditions. Let $v$ be the difference of two candidates. It is harmonic in the gap, vanishes on both plates and satisfies $|v|\le M$ for some constant $M$. Compare it with

$$
h=\cos\!\big[k(x-d/2)\big]\,I_0(k\rho),\qquad 0<k<\pi/d ,
$$

where $I_0$ is the modified Bessel function. The second $x$ derivative gives $-k^2h$ and the lateral Laplacian gives $+k^2h$, so $h$ is harmonic. The argument of the cosine stays below $\pi/2$ in size, so $h\ge\cos(kd/2)\,I_0(k\rho)>0$.

Take any $\eta>0$. Since $I_0$ grows without limit, $\eta h\ge M$ on a cylinder $\rho=L$ of sufficiently large radius. On the plates $v=0<\eta h$. Hence $\pm v\le\eta h$ on the whole boundary of the cylinder, and by the maximum principle also inside it. Letting $\eta\to0$ gives $v=0$. The image construction is the solution.

### (b) Put the charge at $x_0=d/2$ and find the potential of the images at the position of the charge.

**Solution.** The positive charges now lie at $d/2+2nd$ and the negative ones at $d/2+(2n-1)d$. Both kinds are described by a single integer $m$:

$$
\text{charge }(-1)^m q\ \text{ at }\ x=\frac d2+md .
$$

The real charge is $m=0$. Every other $m$ is an image at distance $|m|d$ from it, and the images $m$ and $-m$ have equal charges. Adding them in pairs outwards gives

$$
\phi=\frac{q}{4\pi\epsilon}\,2\sum_{m=1}^{M}\frac{(-1)^m}{md},\qquad M\to\infty .
$$

This order must agree with the one used in part (a). The set kept in $\Phi_N$ runs from $m=-(2N+1)$ to $m=2N$. It differs from the symmetric set with $M=2N$ by a single charge at distance $(2N+1)d$, whose potential tends to zero. The symmetric set with $M=2N+1$ differs from it by a single distant charge as well. The limits are the same.

To evaluate the sum, start from the finite geometric series

$$
\sum_{m=1}^{M}(-t)^{m-1}=\frac{1-(-t)^M}{1+t}
$$

and integrate from $t=0$ to $t=1$. The left side gives $\sum(-1)^{m-1}/m$, and the right side gives

$$
\sum_{m=1}^{M}\frac{(-1)^{m-1}}{m}=\ln2-(-1)^M\int_0^1\frac{t^M}{1+t}\,dt .
$$

In the last integral the denominator is at least 1, so the integral is at most $\int_0^1t^M\,dt=1/(M+1)$. It vanishes in the limit, and the sum is $\ln 2$. The series in $\phi$ has the opposite sign, so

$$
\phi=-\frac{2q\ln2}{4\pi\epsilon d}.
$$

The potential has the sign opposite to $q$, as it must: the nearest images, which are the strongest influence, are opposite charges.

### (c) Find the image energy of the electron.

**Solution.** The energy is not $q\phi$, because the charge on the plates is there in response to the electron. Build the charge up at its fixed position. When the charge has reached $\lambda q$, with $0\le\lambda\le1$, linearity makes the induced potential $\lambda\phi$. Adding a further $q\,d\lambda$ requires the work $\lambda\phi\,q\,d\lambda$. The charge that flows onto the plates from ground moves at zero potential, so the ground connection supplies no work. The total is

$$
U=\int_0^1\lambda\,q\phi\,d\lambda=\frac12q\phi .
$$

The work done against the charge's own field in the unbounded dielectric is the part excluded by the choice of zero. Substituting $\phi$ and $q^2=e^2$ gives

$$
\boxed{U=-\frac{e^2\ln2}{4\pi\epsilon d}}
$$

In Hartree atomic units this reads $U=-\ln2/(\kappa d)$.

The factor one half can be seen at work for one isolated plate at distance $b$. The image is $2b$ away, so the attractive force is $e^2/[4\pi\epsilon(2b)^2]$. The work done by this force as the charge comes in from infinity is

$$
\int_b^\infty\frac{e^2}{16\pi\epsilon b'^2}\,db'=\frac{e^2}{16\pi\epsilon b},
\qquad\text{so}\qquad U_1(b)=-\frac{e^2}{16\pi\epsilon b}.
$$

This is half the product of the charge and the image potential $-q/[4\pi\epsilon(2b)]$.

The same formula shows what the more distant images do. With $b=d/2$, each plate alone would give $-e^2/(8\pi\epsilon d)$, and the two together $-e^2/(4\pi\epsilon d)$. The true result is smaller in size by the factor $\ln 2\approx0.693$, a reduction of 31%. Each plate also responds to the charge induced on the other. The first such response is the pair of like-signed images at distance $2d$, which repel the electron, and the later pairs alternate.

The energy varies as $1/d$ and tends to zero for a wide gap. Its divergence as $d\to0$ lies outside the model: at atomic spacings neither a sharp metal surface nor a uniform permittivity is a valid description.

### (d) The series in (b) converges only conditionally. What happens if two positive images are taken for each negative one?

**Solution.** The sum of the magnitudes $1/m$ diverges, so a different order can give a different value. Keep the odd images up to $|m|=2M-1$ and the even ones up to $|m|=4M$. Compared with a set in which all images up to $|m|=2M$ are kept, there are additional positive images at $|m|=2j$ with $j=M+1,\dots,2M$, on both sides. At any fixed point their distances are $2jd$ up to corrections that do not matter as $M\to\infty$. Their potential is

$$
2\sum_{j=M+1}^{2M}\frac{q}{4\pi\epsilon\,(2jd)}
=\frac{q}{4\pi\epsilon d}\sum_{j=M+1}^{2M}\frac1j .
$$

Since $1/j$ decreases, the last sum lies between $\int_{M+1}^{2M+1}dj/j$ and $\int_M^{2M}dj/j$. Both tend to $\ln2$. The additional images therefore change the potential everywhere in the gap by the constant $q\ln2/(4\pi\epsilon d)$.

The plates are then no longer grounded. Summing the odd images up to $|m|=400{,}000$ and the even ones up to $|m|=800{,}000$ gives a plate potential of 0.69315 in units of $q/(4\pi\epsilon d)$, in agreement with $\ln2$. At the charge, the image potential becomes $-2\ln2+\ln2=-\ln2$ in the same unit. Half of this gives an apparent energy of $-0.34657$ in units of $e^2/(4\pi\epsilon d)$, half the correct value.

The boundary condition thus selects the order. An arrangement is acceptable if the potential on both plates tends to zero. If it leaves the same constant on both plates, that constant must be subtracted before the energy is found.

### (e) Confirm the result by a method that contains no infinite sum.

**Solution.** Resolve the potential into lateral waves. For $z>0$,

$$
\frac1{\sqrt{\rho^2+z^2}}=\int_0^\infty J_0(k\rho)\,e^{-kz}\,dk .
$$

Both sides are axially symmetric solutions of Laplace's equation, and on the axis both equal $1/z$. The values on the axis fix every coefficient in the expansion of such a solution in powers of $\rho^2$, so the two sides agree.

The bare potential of the charge has $z=|x-x_0|$. Write the induced potential as

$$
\phi_{\rm ind}(\rho,x)=\frac{q}{4\pi\epsilon}\int_0^\infty J_0(k\rho)\,w(x)\,dk .
$$

Laplace's equation requires $w''=k^2w$. Grounding requires $w$ to cancel the bare wave on each plate. For $x_0=d/2$ this means $w(0)=w(d)=-e^{-kd/2}$, and the solution symmetric about the midplane is

$$
w(x)=-e^{-kd/2}\,\frac{\cosh[k(x-d/2)]}{\cosh(kd/2)} .
$$

Its size never exceeds $e^{-kd/2}$, so the induced potential is bounded and is the unique one of part (a). At the charge,

$$
w(d/2)=-\frac{e^{-kd/2}}{\cosh(kd/2)}=-\frac{2}{e^{kd}+1}.
$$

With $u=kd$ and $1/(e^u+1)=-\dfrac{d}{du}\ln(1+e^{-u})$,

$$
\int_0^\infty w(d/2)\,dk=-\frac2d\Big[-\ln(1+e^{-u})\Big]_0^\infty=-\frac{2\ln2}{d}.
$$

This is the potential found in (b). Solving the differential equation numerically for each $k$, without using the hyperbolic solution, gives an energy of $-0.693147$ in units of $e^2/(4\pi\epsilon d)$.

The integral also shows which waves matter. The factor $1/(e^{kd}+1)$ is small once $k$ exceeds a few times $1/d$, so nearly all of the energy comes from waves with $k$ below that range, including the longest ones.

## Second half: forces, position and a narrow interconnect gap

The plates are at $x=0$ and $x=d$, the gap has permittivity $\epsilon=\kappa\epsilon_0$, and the electron has charge $q=-e$. The image energy is half the product of $q$ and the induced potential, measured from the same charge in the unbounded dielectric. On the midplane it is $U=-e^2\ln2/(4\pi\epsilon d)$. The images are $+q$ at $x_0+2nd$ and $-q$ at $-x_0+2nd$. In lateral waves of wavenumber $k$, the bare potential at distance $|x-x_0|$ has amplitude $e^{-k|x-x_0|}$, and the induced one for a midplane charge has amplitude $w=-e^{-kd/2}\cosh[k(x-d/2)]/\cosh(kd/2)$. Both carry the factor $q/(4\pi\epsilon)$.

### (f) Find the force on one plate from the energy, and again from the field at its surface.

**Solution.** Hold the electron and the left plate fixed and move the right plate outwards. The dielectric is assumed to fill the space made, and its own elastic energy is not counted. The energy depends on $x_0$ and $d$. By symmetry $\partial U/\partial x_0=0$ at the midplane, so the slight loss of centring does not matter to first order, and

$$
\frac{\partial U}{\partial d}=\frac{d}{dd}\left(-\frac{e^2\ln2}{4\pi\epsilon d}\right)=\frac{e^2\ln2}{4\pi\epsilon d^2}.
$$

The energy rises as the plate moves out, so the plate is pulled inwards with a force of this size.

The field gives the same force without the charging argument. Between the left plate and the charge, the total wave amplitude is $e^{-k(d/2-x)}+w(x)$. Its derivative at $x=0$ is

$$
k e^{-kd/2}\big[1+\tanh(kd/2)\big]=\frac{k}{\cosh(kd/2)},
$$

because $1+\tanh y=e^y/\cosh y$. The surface field is therefore

$$
E(\rho)=-\frac{q}{4\pi\epsilon}\int_0^\infty\frac{J_0(k\rho)}{\cosh(kd/2)}\,k\,dk .
$$

The pull per unit area on a conductor is $\epsilon E^2/2$. Parseval's relation for axially symmetric functions replaces $\int E^2\rho\,d\rho$ by the integral of the squared amplitude over $k\,dk$. With $u=kd/2$,

$$
F=\pi\epsilon\int_0^\infty E^2\rho\,d\rho
=\frac{q^2}{16\pi\epsilon}\int_0^\infty\frac{k\,dk}{\cosh^2(kd/2)}
=\frac{q^2}{4\pi\epsilon d^2}\int_0^\infty\frac{u\,du}{\cosh^2u}.
$$

Integration by parts gives $[u\tanh u-\ln\cosh u]_0^\infty$. At large $u$, $\ln\cosh u$ approaches $u-\ln2$, so the integral is $\ln2$ and the two forces agree. Had the energy been taken as $q\phi$, they would have differed by a factor of two. Integrating the squared field of the electron and its images numerically over the plate gives 0.693147 in units of $e^2/(4\pi\epsilon d^2)$.

The image energy of an electron midway between the plates is $-e^2\ln2/(4\pi\epsilon d)$, and both a lateral-wave calculation and the force on a plate agree with it. It remains to find the energy at other positions, to evaluate the effect of the images in a 20 nm interconnect gap with and without bias, and to estimate what the model leaves out.
